# The Anderson transition shows in the typical, not the average, density of states

## A case that can be seen through: isolated sites

Take sites with random energies $\varepsilon_i$ and no hopping between them. Every state sits on one site, so localization is complete. Let the energies be independent, with the Cauchy distribution

$$p(\varepsilon)=\frac{1}{\pi}\frac{\gamma}{\varepsilon^2+\gamma^2},$$

where $\gamma$ is the half-width. With a level broadening $\eta>0$, the local density of states at energy $E=0$ is

$$\rho_i=\frac1\pi\frac{\eta}{\varepsilon_i^2+\eta^2}.$$

Its average is the overlap of two Lorentzians. Their half-widths add under convolution, so

$$\langle\rho\rangle=\frac1\pi\frac{1}{\gamma+\eta}.$$

This tends to $1/(\pi\gamma)$ as $\eta\to0$. The average density is finite although nothing can move.

The typical value is the geometric mean, $\rho_{\rm typ}=\exp\langle\ln\rho_i\rangle$. It requires

$$\langle\ln(\varepsilon^2+\eta^2)\rangle=2\,\mathrm{Re}\,\langle\ln(\eta+i\varepsilon)\rangle .$$

For $\varepsilon=x-iy$ with $y\ge0$, the real part of $\eta+i\varepsilon$ is $\eta+y>0$, so the logarithm is analytic in the lower half-plane. It grows more slowly than $1/p(\varepsilon)$ divided by $|\varepsilon|$, so the contour can be closed there. The only pole is that of $p$ at $\varepsilon=-i\gamma$, with residue $-1/(2\pi i)$ times the function; the clockwise contour supplies $-2\pi i$. Averaging therefore means setting $\varepsilon=-i\gamma$, which gives $2\ln(\eta+\gamma)$ and

$$\rho_{\rm typ}=\frac{\eta}{\pi(\gamma+\eta)^2},\qquad \frac{\rho_{\rm typ}}{\langle\rho\rangle}=\frac{\eta}{\gamma+\eta}.$$

Let $t$ be a unit of energy, later the hopping. For $\gamma=12\,t$ and $\eta=0.01\,t$ the ratio is $0.01/12.01=8.3\times10^{-4}$. The average is carried by rare resonant sites: those with $|\varepsilon_i|<\eta$ are a fraction $(2/\pi)\arctan(\eta/\gamma)=5.3\times10^{-4}$ of all sites, yet they supply half of it. As $\eta$ falls, resonances become rarer and higher in proportion. The mean survives; the value at an ordinary site does not.

## A transition that the average does not show

Isolated sites have no extended phase. Now add hopping,

$$H=\sum_i\varepsilon_i|i\rangle\langle i|-t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),$$

on an infinite Bethe lattice: a tree without loops in which each site has $K+1$ neighbours. Let $z=E+i\eta$, $G=(z-H)^{-1}$ and $\rho_i=-\mathrm{Im}\,G_{ii}/\pi$. The infinite lattice is taken first and $\eta\to0$ second.

**The equation for $G$.** Remove site $i$. The tree falls into separate branches; let $G_k$ be the diagonal element at the first site $k$ of a branch. Inside that branch, $(z-H)G=1$ reads $(z-H_{\rm branch})G_{\cdot i}=-t\,G_{ii}|k\rangle$, so $G_{ki}=-tG_kG_{ii}$. The equation at site $i$ is $(z-\varepsilon_i)G_{ii}+t\sum_kG_{ki}=1$. Inserting $G_{ki}$ gives

$$G_{ii}=\frac{1}{z-\varepsilon_i-t^2\sum_{k=1}^{K+1}G_k}.$$

Each $G_k$ obeys the same equation with $K$ terms in the sum, because one neighbour has been removed.

**The average.** It is proved below, for any lattice, that averaging over Cauchy energies replaces each $\varepsilon_j$ by $-i\gamma$. The averaged $G_{ii}$ is then that of the clean lattice at $z=E+is$, with $s=\gamma+\eta$. At $E=0$ put $G_k=-ig$ with $g>0$:

$$-ig=\frac{1}{is+iKt^2g}=\frac{-i}{s+Kt^2g}
\;\Rightarrow\; Kt^2g^2+sg-1=0 .$$

The positive root, and the density with $K+1$ neighbours, are

$$g=\frac{-s+\sqrt{s^2+4Kt^2}}{2Kt^2},\qquad
\langle\rho\rangle=\frac{1}{\pi}\frac{1}{s+(K+1)t^2g}.$$

For $K=2$, $\gamma=t$ and $\eta\to0$: $g=(-1+\sqrt9)/(4t)=0.5/t$, so $\langle\rho\rangle=1/(2.5\,\pi t)=0.127/t$. At $\gamma/t=2,4,8,12$ the formula gives $0.103$, $0.068$, $0.038$ and $0.026$, in units of $1/t$. The square root never vanishes for real $s$, so no disorder strength is singled out.

**The typical value.** The equation for $G_k$ is also an equation for its probability distribution. It was solved by sampling: a population of 30000 values is repeatedly replaced by new ones, each computed from a fresh $\varepsilon$ and $K$ randomly drawn members. For $K=2$ and $E=0$, the typical densities in units of $1/t$ are:

- $\gamma=0.5\,t$: $0.0943$, $0.0933$, $0.0933$ at $\eta/t=10^{-2},10^{-4},10^{-6}$.
- $\gamma=t$: $0.0490$, $0.0455$, $0.0455$ at the same broadenings.
- $\gamma=12\,t$: $3.7\times10^{-5}$, $3.9\times10^{-7}$, $3.9\times10^{-9}$.

At weak disorder the typical density saturates. At $\gamma=12\,t$ it follows $\eta$, with a logarithmic slope of $1.000$ between the last two points. The average shows no such contrast: by the formula it depends on $\eta$ only through $s=\gamma+\eta$, and it tends to a nonzero limit at every $\gamma$. The sampled averages at $\eta=10^{-2}t$, $0.1270/t$ at $\gamma=t$ and $0.0260/t$ at $\gamma=12\,t$, agree with the formula.

The saturation is numerical evidence, down to $\eta=10^{-6}t$; the vanishing at $\gamma=12\,t$ is proved below. The phase thus changes somewhere between $\gamma=t$ and $\gamma=12\,t$, and the average passes smoothly through that whole range.

## The general statement

Define $S_i=\sum_j|G_{ij}|^2$, the squared size of the response to a source at site $i$. Call the system localized at energy $E$ if some moment $\langle S_i^{\,q}\rangle$, with $q>0$, stays bounded as $\eta\to0$. Call it extended if $\rho_{\rm typ}$ keeps a nonzero limit.

1. For independent Cauchy site energies on any lattice with bounded hopping, $\langle\rho_i\rangle$ is a smooth function of $E$ and $\gamma$ for all $\gamma>0$, whatever the phase.
2. For independent site energies with any bounded probability density $p$, $\langle\rho_i\rangle\le\max p$.
3. In the localized phase, $\rho_{\rm typ}$ vanishes at least as fast as $\eta$.
4. On the Bethe lattice with Cauchy energies, the localized phase is reached at sufficiently large $\gamma/t$.

Statement 2 excludes a divergence of the average, but not a kink. Smoothness is shown here for the Cauchy case.

### Proof of 1

Begin with a finite lattice and let some energies be complex, $\varepsilon_j=x_j-iy_j$ with $y_j\ge0$. For any vector $v$,

$$\mathrm{Im}\,\langle v|(z-H)|v\rangle=\eta\|v\|^2+\sum_jy_j|v_j|^2\ge\eta\|v\|^2 .$$

Hence $z-H$ is invertible and $|G_{ii}|\le1/\eta$. As a function of each $\varepsilon_j$, $G_{ii}$ is analytic and bounded in the lower half-plane. Since $p$ falls as $1/\varepsilon^2$, the contour closes as before, and the average over $\varepsilon_j$ sets $\varepsilon_j=-i\gamma$. The energies are independent, so this can be done one site at a time:

$$\langle G_{ii}(E+i\eta)\rangle=G^{\rm clean}_{ii}\big(E+i(\eta+\gamma)\big).$$

For fixed $\eta>0$, $G_{ii}$ of growing finite pieces converges to its infinite-lattice value, and the bound $1/\eta$ lets the limit pass through the average. If $D(x)$ is the clean local density of states, then for $\eta\to0$

$$\langle\rho_i(E)\rangle=\int dx\,D(x)\,\frac1\pi\frac{\gamma}{(E-x)^2+\gamma^2}.$$

$D$ has unit weight, and for $\gamma>0$ every derivative of the Lorentzian with respect to $E$ or $\gamma$ is bounded. All derivatives of the average therefore exist. Even sharp features of $D$ are smeared over a width $\gamma$.

The law holds in three dimensions too. For a periodic cube of $6^3$ sites with $\gamma=12\,t$ and $\eta=0.2\,t$, sampling gives $(0.0254\pm0.0005)/t$ against $0.0251/t$ from the formula. This tests the average only; so small a cube does not locate a transition.

### Proof of 2

Eliminating all sites except $i$ gives $G_{ii}=1/(a+ib-\varepsilon_i)$, where $a$ and $b$ do not depend on $\varepsilon_i$. The eliminated sites can only add to the imaginary part, so $b\ge\eta>0$. Then

$$\int d\varepsilon_i\,\rho_i=\int d\varepsilon_i\,\frac1\pi\frac{b}{(a-\varepsilon_i)^2+b^2}=1 .$$

Weighting the integrand with $p(\varepsilon_i)\le\max p$ gives at most $\max p$, and averaging over the other energies keeps the bound. For Cauchy energies it is $1/(\pi\gamma)$: at $\gamma=12\,t$ this is $0.0265/t$, close above the actual $0.0260/t$.

### Proof of 3

From $G=(z-H)^{-1}$ and $G^\dagger=(z^*-H)^{-1}$,

$$G-G^\dagger=G\big[(z^*-H)-(z-H)\big]G^\dagger=-2i\eta\,GG^\dagger .$$

The diagonal element reads $2i\,\mathrm{Im}\,G_{ii}=-2i\eta\sum_j|G_{ij}|^2$, so

$$\rho_i=\frac{\eta}{\pi}S_i .$$

The logarithm is concave, hence $\langle\ln S_i\rangle=\frac1q\langle\ln S_i^{\,q}\rangle\le\frac1q\ln\langle S_i^{\,q}\rangle$. If $\langle S_i^{\,q}\rangle\le C$ for all small $\eta$, then

$$\rho_{\rm typ}\le\frac{\eta}{\pi}\,C^{1/q}\to0 .$$

A nonzero typical density requires $S_i$ to grow typically as $1/\eta$: the response spreads over ever more sites. The average of $S_i$ itself grows as $1/\eta$ in both phases wherever $\langle\rho_i\rangle$ is nonzero, which is why $q=1$ cannot tell them apart. The exponent must in fact be smaller still: for isolated sites $S_i=1/(\varepsilon_i^2+\eta^2)$, and since $|\varepsilon|^{-2q}$ is integrable at zero only for $q<1/2$, the moment stays bounded only for such $q$.

### Proof of 4

Let $\Gamma=-\mathrm{Im}\,G_k$ for the first site of a branch, and $\Gamma_l$ the same quantity for its $K$ sub-branches. Since $\mathrm{Im}(1/w)=-\mathrm{Im}\,w/|w|^2$, the equation for $G_k$ gives

$$\Gamma=|G_k|^2\Big(\eta+t^2\sum_{l=1}^K\Gamma_l\Big).$$

Choose $0<p<1$, from here on an exponent. A power $p/2<1$ of a sum of positive terms is at most the sum of the powers, so

$$\Gamma^{p/2}\le|G_k|^p\Big(\eta^{p/2}+t^p\sum_l\Gamma_l^{p/2}\Big).$$

Average first over the site's own energy. Here $|G_k|^p=|\varepsilon-a-ib|^{-p}\le|\varepsilon-a|^{-p}$. The Cauchy density and $|\varepsilon|^{-p}$ are both symmetric and decrease away from their centres. Each is a stack of centred intervals, and two intervals overlap most when their centres coincide, so the average is largest at $a=0$. To evaluate it, note that $(i\varepsilon)^{-p}$ is analytic in the lower half-plane, with an integrable singularity at zero. Its average is its value at $\varepsilon=-i\gamma$, namely $\gamma^{-p}$. On the real axis its real part is $|\varepsilon|^{-p}\cos(\pi p/2)$. Therefore

$$\langle|G_k|^p\rangle\le M=\frac{\gamma^{-p}}{\cos(\pi p/2)}$$

whatever the sub-branches do. All branches have the same statistics, so $m=\langle\Gamma^{p/2}\rangle$, finite because $\Gamma\le1/\eta$, obeys

$$m\le M\eta^{p/2}+r\,m,\qquad r=Kt^pM .$$

If $r<1$, then $m\le M\eta^{p/2}/(1-r)$. The same step at a full site, with $K+1$ branches and $\pi\rho_i=-\mathrm{Im}\,G_{ii}$, gives

$$\big\langle(\pi\rho_i)^{p/2}\big\rangle\le M\eta^{p/2}\Big[1+\frac{K+1}{K}\frac{r}{1-r}\Big].$$

Since $S_i=\pi\rho_i/\eta$, this bounds $\langle S_i^{\,p/2}\rangle$ independently of $\eta$. The system is localized, and statement 3 with $q=p/2$ applies.

The condition $r<1$ means $\gamma>t\,[K/\cos(\pi p/2)]^{1/p}$. For $K=2$ the best exponent, $p=0.58$, gives $\gamma>7.7\,t$. This is sufficient for localization and is not the critical disorder, which may lie lower.

At $\gamma=12\,t$ and $p=0.67$, $r=0.7638$. Setting $t=1$, $M=r/2=0.382$, and the bracket is $1+1.5\times0.7638/0.2362=5.85$. The bound is $(\eta/\pi)(0.382\times5.85)^{2/0.67}\approx3.5\,\eta$ for $t=1$, that is $3.5\,\eta/t^2$, or $3.5\times10^{-6}/t$ at $\eta=10^{-6}t$. The sampled value, $3.9\times10^{-9}/t$, lies far below: the proof shows that the typical density falls at least as fast as $\eta$, but its prefactor is far from sharp.

## Where care is needed

The order of limits is essential. In a finite sample, $S_i$ stays finite as $\eta\to0$ unless $E$ coincides with a level, so $\rho_i\propto\eta$ at any disorder. The broadening must stay above the level spacing while the sample grows. This is necessary but not always sufficient. In a finite tree with $K=2$ about half of the sites lie on the outer layer, so a finite piece does not stand for the infinite Bethe lattice: at $\gamma=t$ the typical value over all its sites keeps falling with $\eta$ even while $\eta$ far exceeds the level spacing. The Bethe-lattice results above refer to a fixed site, with the boundary sent to infinity before $\eta$ is lowered.

All the proofs assume non-interacting particles. Those of statements 1, 2 and 4 also assume independent site energies; that of statement 3 does not. With interactions, or with disorder constrained by a symmetry, a smooth or bounded average is therefore not guaranteed, and a feature in the average density must be judged on its own grounds.

A probe that sums $\rho_i$ over enough sites returns the average. Enough means that many resonances are included: for isolated sites only a fraction of about $\eta/\gamma$ is resonant, so the number of sites must far exceed $\gamma/\eta$. For Cauchy energies the average is smooth, so such a probe misses the transition; for other independent energies with a bounded probability density it is at least free of a divergence. A probe that resolves single sites can record the distribution of $\rho_i$, and there the phases differ: on the infinite lattice, as $\eta$ is lowered, the typical value settles in one and drains away in the other. The numerical output gives the figures to more digits.

## Computed results

```
3-site chain, E=0.3 t, eta=gamma=1 t: direct <G_11> = 0.045295-0.411953j 1/t
  same from shifted clean lattice = 0.045295-0.411953j 1/t
integral of rho_i over its own site energy = 1.000000
cube of 6^3 sites, E=0, eta=0.2 t, 300 samples:
  gamma= 1.0 t: sampled 0.10724 +- 0.00025, formula 0.10728 1/t
  gamma=12.0 t: sampled 0.02535 +- 0.00045, formula 0.02513 1/t
isolated sites, gamma=12.0 t, eta=0.01 t:
  average = 0.026504 1/t, typical = 2.2068e-05 1/t
  typical/average = 8.3264e-04
  fraction 5.3052e-04 of sites carries share 0.5004 of average
Bethe lattice K=2: typical LDOS proved to vanish for gamma > 7.684 t (p=0.582)
population sampling, E=0, 30000 members, 150 measured sweeps:
  gamma= 0.5 t: mean at eta=1e-2 t: 0.13946, formula 0.13942 1/t
    typical at eta=1e-2, 1e-4, 1e-6 t: 9.4287e-02, 9.3328e-02, 9.3317e-02 1/t
    slope d ln(typical)/d ln(eta) = 0.0000
  gamma= 1.0 t: mean at eta=1e-2 t: 0.12701, formula 0.12707 1/t
    typical at eta=1e-2, 1e-4, 1e-6 t: 4.9008e-02, 4.5549e-02, 4.5505e-02 1/t
    slope d ln(typical)/d ln(eta) = 0.0002
  gamma=12.0 t: mean at eta=1e-2 t: 0.02595, formula 0.02597 1/t
    typical at eta=1e-2, 1e-4, 1e-6 t: 3.7421e-05, 3.8702e-07, 3.8764e-09 1/t
    slope d ln(typical)/d ln(eta) = 0.9997
    proved bound at eta=1e-6 t: 3.5072e-06 1/t (p=0.670, K t^p M=0.7638)
exact average LDOS at E=0, eta -> 0, and its upper bound 1/(pi gamma):
  gamma= 0.5 t: 0.13966 1/t, bound 0.63662 1/t
  gamma= 1.0 t: 0.12732 1/t, bound 0.31831 1/t
  gamma= 2.0 t: 0.10274 1/t, bound 0.15915 1/t
  gamma= 4.0 t: 0.06810 1/t, bound 0.07958 1/t
  gamma= 8.0 t: 0.03806 1/t, bound 0.03979 1/t
  gamma=12.0 t: 0.02599 1/t, bound 0.02653 1/t
```
